**Vector spherical harmonics $\mathbf Y_{JLM}$ and the fields $\mathbf nY_{JM}$, $r\nabla Y_{JM}$, $\mathbf LY_{JM}$**

With $\mathbf Y_{JLM}=\sum_q\langle L,M-q;1,q|JM\rangle Y_{L,M-q}\mathbf e_q$ (Condon–Shortley phases, spherical unit vectors $\mathbf e_q$, $\mathbf n=\mathbf r/r$, $\mathbf L=-i\hbar\,\mathbf r\times\nabla$) and $p=\sqrt{J/(2J+1)}$, $s=\sqrt{(J+1)/(2J+1)}$, the result is $\mathbf nY_{JM}=p\mathbf Y_{J,J-1,M}-s\mathbf Y_{J,J+1,M}$, $r\nabla Y_{JM}=\sqrt{J(J+1)}\,[s\mathbf Y_{J,J-1,M}+p\mathbf Y_{J,J+1,M}]$ and $\mathbf LY_{JM}=\hbar\sqrt{J(J+1)}\,\mathbf Y_{JJM}$. For $J\le4$ and all $M$ the program asserts, with exact polynomial operators, the $J^2$, $J_z$, $L^2$ eigenvalues and the $J_-$ ladder, and, on a quadrature grid on the sphere, orthonormality, completeness for $L\le3$, parity and the sign change under spin-first coupling. It asserts $J_k(\mathbf V\psi)=\mathbf V L_k\psi$ for $\mathbf V=\mathbf r,\nabla,\mathbf L$ and its failure for a fixed vector. The three expansions and the gradient formula for $f(r)Y_{JM}$ are asserted pointwise on the grid and the norms by quadrature, with fourth-order finite-difference gradients of Legendre-based $Y_{LM}$. The example is an electron in the state $Nr^2e^{-r^2/2a^2}Y_{21}$ of an isotropic harmonic trap with $a=1$ nm, for which the eigenvalue, the gradient and current at one point, and the kinetic-energy parts from three-dimensional quadrature are asserted. The output lists the projected coefficients for $J=0$ to $3$ and shows $T=3.5\,\hbar^2/2ma^2=133.349$ meV, split as $1.4:0:2.1$ among $L=1,2,3$ and as $1.1:2.4$ between radial and tangential parts.

## Program and output

```python
# Vector spherical harmonics Y_JLM = sum_q <L,M-q;1,q|J M> Y_{L,M-q} e_q (Condon-Shortley),
# e_{+1}=-(x+iy)/sqrt2, e_0=z, e_{-1}=(x-iy)/sqrt2, n=r/|r|, L=-i hbar r x grad. Under test:
#   n Y_JM      = sqrt(J/(2J+1)) Y_{J,J-1,M} - sqrt((J+1)/(2J+1)) Y_{J,J+1,M}
#   r grad Y_JM = sqrt(J(J+1)) [sqrt((J+1)/(2J+1)) Y_{J,J-1,M} + sqrt(J/(2J+1)) Y_{J,J+1,M}]
#   L Y_JM      = hbar sqrt(J(J+1)) Y_{JJM},  and the gradient formula for f(r) Y_JM.
# Angular momentum operators are in units of hbar. Example: electron in the lowest d state
# psi = N r^2 exp(-r^2/2a^2) Y_21 of an isotropic harmonic trap, oscillator length a.
import numpy as np
from math import sqrt, pi, factorial, gamma
from functools import lru_cache
from scipy.special import lpmv
from scipy.integrate import quad
from scipy.constants import hbar, m_e, e as q_e
from sympy.physics.wigner import clebsch_gordan
from numpy.polynomial.polynomial import polyval3d

JMAX, D, FD_TOL = 4, 8, 1e-7   # FD_TOL covers 4th-order finite differences with h=1e-3
rng = np.random.default_rng(1)
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
evec = {1: -np.array([1, 1j, 0])/sqrt(2), 0: np.array([0, 0, 1+0j]), -1: np.array([1, -1j, 0])/sqrt(2)}
def close(A, B, tol): return np.max(np.abs(np.asarray(A) - np.asarray(B))) < tol
@lru_cache(None)
def cg(j1, m1, j2, m2, J, M): return float(clebsch_gordan(j1, j2, J, m1, m2, M))
def allowed(J): return range(abs(J-1), J+2)

def ylm(l, m, P):
    r = np.sqrt((P**2).sum(0)); am = abs(m)
    v = sqrt((2*l+1)/(4*pi)*factorial(l-am)/factorial(l+am))*lpmv(am, l, P[2]/r) \
        * np.exp(1j*am*np.arctan2(P[1], P[0]))
    return v if m >= 0 else (-1)**am*np.conj(v)
def vsh(J, L, M, P, spin_first=False):
    out = np.zeros(P.shape, complex)
    if L in allowed(J):
        for q in (-1, 0, 1):
            if abs(M-q) <= L:
                c = cg(1, q, L, M-q, J, M) if spin_first else cg(L, M-q, 1, q, J, M)
                out += c*np.multiply.outer(evec[q], ylm(L, M-q, P))
    return out
def shifted(f, P, k, s):
    Q = P.copy(); Q[k] += s
    return f(Q)
def grad(f, P, h=1e-3):
    return np.array([(8*(shifted(f, P, k, h)-shifted(f, P, k, -h))
                      - shifted(f, P, k, 2*h)+shifted(f, P, k, -2*h))/(12*h) for k in range(3)])
def laplace(f, P, h=1e-2):
    return sum(16*(shifted(f, P, k, h)+shifted(f, P, k, -h))-shifted(f, P, k, 2*h)
               - shifted(f, P, k, -2*h)-30*f(P) for k in range(3))/(12*h*h)

# spin 1
S = -1j*eps
v = rng.normal(size=3)
for k in range(3): assert close(S[k]@v, 1j*np.cross(np.eye(3)[k], v), 1e-14)
for q in (-1, 0, 1): assert close(S[2]@evec[q], q*evec[q], 1e-14)
for q in (-1, 0): assert close((S[0]+1j*S[1])@evec[q], sqrt(2)*evec[q+1], 1e-14)

# polynomials in x,y,z as coefficient arrays: exact differential operators
def mul(p, k):
    assert not np.any(np.take(p, D-1, axis=k))
    return np.roll(p, 1, axis=k)
def dif(p, k):
    sh = [1, 1, 1]; sh[k] = D
    return np.roll(p*np.arange(D).reshape(sh), -1, axis=k)
def Lop(k, p):
    i, j = (k+1) % 3, (k+2) % 3
    return -1j*(mul(dif(p, j), i)-mul(dif(p, i), j))
def Jop(k, V): return np.array([Lop(k, V[i]) for i in range(3)]) + np.tensordot(S[k], V, 1)
def lap(p): return sum(dif(dif(p, k), k) for k in range(3))

ct, wt = np.polynomial.legendre.leggauss(14); nphi = 28
ph = 2*pi*(np.arange(nphi)+0.3)/nphi; st = np.sqrt(1-ct**2)
n = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(), np.repeat(ct, nphi)])
w = np.repeat(wt, nphi)*2*pi/nphi
def inner(A, B): return np.sum(np.conj(A)*B*w)

solid = {}   # r^l Y_lm from (-1)^l c_l (x+iy)^l and the lowering operator
for l in range(JMAX+2):
    p = np.zeros((D, D, D), complex); p[0, 0, 0] = (-1)**l*sqrt(factorial(2*l+1)/(4*pi))/(2**l*factorial(l))
    for _ in range(l): p = mul(p, 0)+1j*mul(p, 1)
    for m in range(l, -l-1, -1):
        solid[l, m] = p
        assert close(polyval3d(*n, p), ylm(l, m, n), 1e-11)
        if m > -l: p = (Lop(0, p)-1j*Lop(1, p))/sqrt(l*(l+1)-m*(m-1))
def vpoly(J, L, M):
    return sum(cg(L, M-q, 1, q, J, M)*np.multiply.outer(evec[q], solid[L, M-q])
               for q in (-1, 0, 1) if abs(M-q) <= L)

labels = [(J, L, M) for J in range(JMAX+1) for L in allowed(J) for M in range(-J, J+1)]
for J, L, M in labels:
    V = vpoly(J, L, M)
    assert close(Jop(2, V), M*V, 1e-10)
    assert close(sum(Jop(k, Jop(k, V)) for k in range(3)), J*(J+1)*V, 1e-9)
    assert close([sum(Lop(k, Lop(k, c)) for k in range(3)) for c in V], L*(L+1)*V, 1e-9)
    low = sqrt(J*(J+1)-M*(M-1))*vpoly(J, L, M-1) if M > -J else 0*V
    assert close(Jop(0, V)-1j*Jop(1, V), low, 1e-10)
    assert cg(L, L, 1, J-L, J, J) > 0
    assert close(vsh(J, L, M, -n), (-1)**L*vsh(J, L, M, n), 1e-11)
    assert close(vsh(J, L, M, n, True), (-1)**(L+1-J)*vsh(J, L, M, n), 1e-12)
F = np.array([(vsh(J, L, M, n)*np.sqrt(w)).ravel() for J, L, M in labels])
assert close(F.conj()@F.T, np.eye(len(labels)), 1e-11)
field = sum(np.multiply.outer(rng.normal(size=3), ylm(l, m, n)) for l in range(JMAX) for m in range(-l, l+1))
fv = (field*np.sqrt(w)).ravel()
assert close(F.T@(F.conj()@fv), fv, 1e-10)

# J_k (V psi) = V (L_k psi) for vector operators, not for a fixed vector
test = np.zeros((D, D, D), complex); test[:4, :4, :4] = rng.normal(size=(4, 4, 4))
for op in (mul, dif, lambda p, i: Lop(i, p)):
    for k in range(3):
        assert close(Jop(k, np.array([op(test, i) for i in range(3)])),
                     [op(Lop(k, test), i) for i in range(3)], 1e-11)
fixed = lambda p: np.array([0*p, 0*p, p])
assert not close(Jop(0, fixed(test)), fixed(Lop(0, test)), 1e-2)

ffun = lambda r: np.sin(1.3*r)/(1+r*r)
dfun = lambda r: 1.3*np.cos(1.3*r)/(1+r*r)-2*r*np.sin(1.3*r)/(1+r*r)**2
proj = {}
for J in range(JMAX+1):
    lo, hi, s = sqrt(J/(2*J+1)), sqrt((J+1)/(2*J+1)), sqrt(J*(J+1))
    assert close(n[2]*ylm(J, J, n), ylm(J+1, J, n)/sqrt(2*J+3), 1e-12)
    assert abs(cg(J+1, J, 1, 0, J, J)+sqrt((2*J+1)/((J+1)*(2*J+3)))) < 1e-14
    assert abs(cg(J, J, 1, 0, J, J)-sqrt(J/(J+1))) < 1e-14
    for M in range(-J, J+1):
        p = solid[J, M]
        for i in range(3):
            assert close(lap(dif(p, i)), 0, 1e-10)
            b = sum(mul(mul(dif(p, i), k), k) for k in range(3))-(2*J+1)*mul(p, i)
            assert close(lap(b), 0, 1e-9)
        Y = ylm(J, M, n); R = n*Y
        G = grad(lambda P: ylm(J, M, P), n); LY = -1j*np.cross(n, G, axis=0)
        assert close(LY, [polyval3d(*n, Lop(k, p)) for k in range(3)], FD_TOL)
        Ym, Y0, Yp = (vsh(J, L, M, n) if L in allowed(J) else 0*R for L in (J-1, J, J+1))
        assert close((n*G).sum(0), 0, FD_TOL) and close(np.cross(n, LY, axis=0), 1j*G, FD_TOL)
        assert close([inner(G, G), inner(LY, LY), inner(G, LY)], [s*s, s*s, 0], FD_TOL)
        assert close(J*R+G, sqrt(J*(2*J+1))*Ym, FD_TOL)
        assert close(-(J+1)*R+G, sqrt((J+1)*(2*J+1))*Yp, FD_TOL)
        assert close(R, lo*Ym-hi*Yp, 1e-11)
        assert close(G, s*(hi*Ym+lo*Yp), FD_TOL)
        assert close(LY, s*Y0, FD_TOL)
        assert close((n*Ym).sum(0), lo*Y, 1e-11) and close((n*Yp).sum(0), -hi*Y, 1e-11)
        r = 1.7
        Gf = grad(lambda P: ffun(np.sqrt((P**2).sum(0)))*ylm(J, M, P), r*n)
        assert close(Gf, lo*(dfun(r)+(J+1)*ffun(r)/r)*Ym-hi*(dfun(r)-J*ffun(r)/r)*Yp, FD_TOL)
        proj[J, M] = [[round(inner(B, A).real, 6)+0.0 for B in (Ym, Y0, Yp)] for A in (R, G, LY)]
print("Projections on L=J-1, J, J+1 (dimensionless; LY in hbar)")
for J, M in [(0, 0), (1, 0), (2, 1), (2, -2), (3, 1)]:
    for name, c in zip(("n Y", "r grad Y", "L Y"), proj[J, M]):
        print(f"J={J} M={M:+d} {name:9s}: {c[0]:+.6f} {c[1]:+.6f} {c[2]:+.6f}")

# worked example, lengths in units of a until printed
a = 1e-9; J, M = 2, 1
omega = hbar/(m_e*a*a); E0 = hbar**2/(2*m_e*a*a); meV = 1e-3*q_e
N = sqrt(2/gamma(3.5))
psi = lambda P: -N*sqrt(15/(8*pi))*P[2]*(P[0]+1j*P[1])*np.exp(-(P**2).sum(0)/2)
Rad = lambda r: N*r*r*np.exp(-r*r/2)
dRad = lambda r: N*(2*r-r**3)*np.exp(-r*r/2)
c1 = lambda r: sqrt(2/5)*(dRad(r)+3*Rad(r)/r)
c3 = lambda r: -sqrt(3/5)*(dRad(r)-2*Rad(r)/r)
assert close(psi(1.3*n), Rad(1.3)*ylm(2, 1, n), 1e-13)
print(f"m_e = {m_e:.6e} kg, hbar = {hbar:.6e} J s, a = {a:.1e} m")
print(f"omega = {omega:.5e} 1/s, hbar*omega = {hbar*omega:.5e} J")
print(f"E0 = hbar^2/(2 m a^2) = {E0:.5e} J = {E0/meV:.4f} meV")
print(f"N = {N*a**-3.5:.5e} m^-7/2  (N a^7/2 = {N:.6f})")
r0, th = 1.5, pi/3
n0 = np.array([[np.sin(th)], [0.0], [np.cos(th)]])
fmt = lambda u: "  ".join(f"{round(z.real, 6)+0.0:+.6f}{round(z.imag, 6)+0.0:+.6f}i" for z in np.ravel(u))
print(f"point: r = {r0*a:.2e} m, theta = {np.degrees(th):.0f} deg, phi = 0 deg")
print("Y_21 =", fmt(ylm(2, 1, n0)))
for L in (1, 2, 3): print(f"Y_2{L}1 (x,y,z) =", fmt(vsh(2, L, 1, n0)))
gu = a**-2.5
print(f"unit a^-5/2 = {gu:.5e} m^-5/2, unit a^-3/2 = {a**-1.5:.5e} m^-3/2")
print(f"R = {Rad(r0):.6f} a^-3/2, dR/dr = {dRad(r0):.6f} a^-5/2")
print(f"coefficient L=1: {c1(r0):+.6f} a^-5/2, L=3: {c3(r0):+.6f} a^-5/2")
g_form = c1(r0)*vsh(2, 1, 1, n0)+c3(r0)*vsh(2, 3, 1, n0); g_fd = grad(psi, r0*n0)
assert close(g_form, g_fd, FD_TOL)
print("grad psi formula (a^-5/2):", fmt(g_form))
print("grad psi fin.diff(a^-5/2):", fmt(g_fd))
p0 = psi(r0*n0)[0]
cur = (np.conj(p0)*g_form).imag.ravel()
assert close(cur, [0, M*abs(p0)**2/(r0*np.sin(th)), 0], 1e-13)
print(f"psi = {p0.real:+.6f} a^-3/2, current j_phi = {hbar/m_e*cur[1]/a**4:.5e} m^-2 s^-1")

xr, wr = np.polynomial.legendre.leggauss(60); rr, wr = 4*(xr+1), 4*wr
P3 = rr[None, :, None]*n[:, None, :]; W = np.outer(wr*rr**2, w)
ps, G3, Lp = psi(P3), grad(psi, P3), laplace(psi, P3)
assert abs(np.sum(abs(ps)**2*W)-1) < 1e-10
assert close(-Lp/2+rr[:, None]**2/2*ps, 3.5*ps, 1e-6)
chan = {L: np.sum(abs(np.einsum('ka,kra,a->r', vsh(2, L, 1, n).conj(), G3, w))**2*wr*rr**2) for L in (1, 2, 3)}
T_grad = np.sum(abs(G3)**2*W); T_lap = -np.sum(ps.conj()*Lp*W).real
T_rad = np.sum(abs((n[:, None, :]*G3).sum(0))**2*W); T_tan = T_grad-T_rad
integ = lambda f: quad(lambda r: f(r)**2*r*r, 1e-12, 12, epsabs=1e-12)[0]
inv_r2 = integ(lambda r: Rad(r)/r); mean_r2 = integ(lambda r: Rad(r)*r)
assert close([chan[1], chan[2], chan[3]], [integ(c1), 0, integ(c3)], FD_TOL)
assert close([chan[1], chan[3], T_rad, T_tan], [7/5, 21/10, 11/10, 12/5], FD_TOL)
assert abs(T_tan-J*(J+1)*inv_r2) < FD_TOL and abs(T_rad-integ(dRad)) < FD_TOL
assert abs(chan[1]+chan[3]-T_lap) < 1e-6 and abs(T_grad-3.5) < FD_TOL
print(f"<r^2> = {mean_r2*a*a:.5e} m^2, <r^-2> = {inv_r2/a**2:.5e} m^-2")
for name, t in [("channel L=1", chan[1]), ("channel L=2", round(chan[2], 12)), ("channel L=3", chan[3]),
                ("radial", T_rad), ("tangential", T_tan), ("total |grad|^2", T_grad), ("total Laplacian", T_lap)]:
    print(f"T {name}: {t:.6f} E0 = {t*E0:.5e} J = {t*E0/meV:.3f} meV")
print(f"T/(hbar omega) = {T_grad*E0/(hbar*omega):.6f}")
print(f"fractions of T: L=1 {chan[1]/T_grad:.6f}, L=3 {chan[3]/T_grad:.6f}")
print("OK")
```

Printed output:

```
Projections on L=J-1, J, J+1 (dimensionless; LY in hbar)
J=0 M=+0 n Y      : +0.000000 +0.000000 -1.000000
J=0 M=+0 r grad Y : +0.000000 +0.000000 +0.000000
J=0 M=+0 L Y      : +0.000000 +0.000000 +0.000000
J=1 M=+0 n Y      : +0.577350 +0.000000 -0.816497
J=1 M=+0 r grad Y : +1.154701 +0.000000 +0.816497
J=1 M=+0 L Y      : +0.000000 +1.414214 +0.000000
J=2 M=+1 n Y      : +0.632456 +0.000000 -0.774597
J=2 M=+1 r grad Y : +1.897367 +0.000000 +1.549193
J=2 M=+1 L Y      : +0.000000 +2.449490 +0.000000
J=2 M=-2 n Y      : +0.632456 +0.000000 -0.774597
J=2 M=-2 r grad Y : +1.897367 +0.000000 +1.549193
J=2 M=-2 L Y      : +0.000000 +2.449490 +0.000000
J=3 M=+1 n Y      : +0.654654 +0.000000 -0.755929
J=3 M=+1 r grad Y : +2.618615 +0.000000 +2.267787
J=3 M=+1 L Y      : +0.000000 +3.464102 +0.000000
m_e = 9.109384e-31 kg, hbar = 1.054572e-34 J s, a = 1.0e-09 m
omega = 1.15768e+14 1/s, hbar*omega = 1.22085e-20 J
E0 = hbar^2/(2 m a^2) = 6.10426e-21 J = 38.0998 meV
N = 2.45317e+31 m^-7/2  (N a^7/2 = 0.775759)
point: r = 1.50e-09 m, theta = 60 deg, phi = 0 deg
Y_21 = -0.334523+0.000000i
Y_211 (x,y,z) = -0.122151+0.000000i  +0.000000-0.122151i  -0.211571+0.000000i
Y_221 (x,y,z) = +0.078848+0.000000i  +0.000000-0.157696i  -0.136569+0.000000i
Y_231 (x,y,z) = +0.274273+0.000000i  +0.000000-0.099736i  +0.043187+0.000000i
unit a^-5/2 = 3.16228e+22 m^-5/2, unit a^-3/2 = 3.16228e+13 m^-3/2
R = 0.566667 a^-3/2, dR/dr = -0.094445 a^-5/2
coefficient L=1: +0.657052 a^-5/2, L=3: +0.658408 a^-5/2
grad psi formula (a^-5/2): +0.100324+0.000000i  +0.000000-0.145926i  -0.110579+0.000000i
grad psi fin.diff(a^-5/2): +0.100324+0.000000i  +0.000000-0.145926i  -0.110579+0.000000i
psi = -0.189563 a^-3/2, current j_phi = 3.20239e+30 m^-2 s^-1
<r^2> = 3.50000e-18 m^2, <r^-2> = 4.00000e+17 m^-2
T channel L=1: 1.400000 E0 = 8.54597e-21 J = 53.340 meV
T channel L=2: 0.000000 E0 = 0.00000e+00 J = 0.000 meV
T channel L=3: 2.100000 E0 = 1.28190e-20 J = 80.010 meV
T radial: 1.100000 E0 = 6.71469e-21 J = 41.910 meV
T tangential: 2.400000 E0 = 1.46502e-20 J = 91.440 meV
T total |grad|^2: 3.500000 E0 = 2.13649e-20 J = 133.349 meV
T total Laplacian: 3.500000 E0 = 2.13649e-20 J = 133.349 meV
T/(hbar omega) = 1.750000
fractions of T: L=1 0.400000, L=3 0.600000
OK
```
